# Choosing the reference temperature in deviational Monte Carlo for phonons: verification in Python

```python
"""Energy-based deviational Monte Carlo for phonons in a slab.

Result under test: packets that carry only the departure from equilibrium at
T0 give the heat flux q = W p with relative variance (1-p)/(N p), bounded as
the wall temperature difference dT vanishes. Packets that carry the full
energy have a relative variance growing as 1/dT^2.
W: absolute emitted power per area, p: probability of reaching the opposite
wall, N: number of packets. Model: relaxation-time approximation, black walls,
Debye spectrum, free path proportional to 1/frequency^2 and independent of T.
The reference is a deterministic solution of the nonlinear integral equation.
SI units are used internally.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, e as charge
from scipy.optimize import brentq
from scipy.special import expn

SPEED = 6000.0
CUTOFF = 0.040 * charge / hbar
PATH_AT_CUTOFF = 40e-9
LENGTH = 200e-9
T0 = 100.0
PACKETS = 120000
BATCHES = 400


class Slab:
    """Spectral groups and exact cell-averaged flight integrals."""

    def __init__(self, groups, cells):
        node, weight = np.polynomial.legendre.leggauss(groups)
        omega = 0.5 * CUTOFF * (node + 1)
        density = 3 * omega**2 / (2 * np.pi**2 * SPEED**3)
        self.states = 0.5 * CUTOFF * weight * density
        self.quantum = hbar * omega
        self.path = PATH_AT_CUTOFF * (CUTOFF / omega)**2
        self.rate = SPEED / self.path
        self.groups, self.cells = groups, cells
        self.width = LENGTH / cells
        depth = self.width / self.path
        e3 = expn(3, np.outer(depth, np.arange(cells + 1)))
        by_lag = np.empty((groups, cells))
        by_lag[:, 0] = 1 - (0.5 - e3[:, 1]) / depth
        by_lag[:, 1:] = ((e3[:, :-2] - 2 * e3[:, 1:-1] + e3[:, 2:])
                         / (2 * depth[:, None]))
        index = np.arange(cells)
        self.exchange = by_lag[:, np.abs(np.subtract.outer(index, index))]
        self.e3 = e3
        self.step = e3[:, :-1] - e3[:, 1:]
        self.from_hot = self.step / (2 * depth[:, None])

    def energy(self, temperature):
        x = np.divide.outer(self.quantum, k_B * np.asarray(temperature))
        return (self.states * self.quantum / np.expm1(x).T).T

    def capacity(self, temperature):
        x = np.divide.outer(self.quantum, k_B * np.asarray(temperature))
        return (self.states * k_B * (x**2 / (4 * np.sinh(x / 2)**2)).T).T

    def edge_flux(self, source, hot, cold):
        """Heat flux at all cell edges for given isotropic sources."""
        m_total = self.cells
        flux = np.empty(m_total + 1)
        for m in range(m_total + 1):
            right = hot @ self.e3[:, m]
            right += np.sum(source[:, :m] * self.step[:, :m][:, ::-1])
            left = cold @ self.e3[:, m_total - m]
            left += np.sum(source[:, m:] * self.step[:, :m_total - m])
            flux[m] = 0.5 * SPEED * (right - left)
        return flux

    def solve(self, t_hot, t_cold, weights):
        """Newton solution for the local temperature under a balance rule."""
        ref = self.energy(T0)
        hot, cold = self.energy(t_hot) - ref, self.energy(t_cold) - ref
        wall = (self.from_hot * hot[:, None]
                + self.from_hot[:, ::-1] * cold[:, None])
        temp = np.full(self.cells, T0)
        for _ in range(12):
            source = self.energy(temp) - ref[:, None]
            arriving = np.einsum('jik,jk->ji', self.exchange, source) + wall
            residual = weights @ (source - arriving)
            cap = self.capacity(temp)
            jacobian = np.diag(weights @ cap) - np.einsum(
                'jik,jk->ik', self.exchange, weights[:, None] * cap)
            temp = temp - np.linalg.solve(jacobian, residual)
        source = self.energy(temp) - ref[:, None]
        return temp, self.edge_flux(source, hot, cold)

    def transmission(self, spectrum):
        """Wall-to-wall probability when redraws follow rate * spectrum."""
        weight = self.rate * spectrum
        matrix = (weight.sum() * np.eye(self.cells)
                  - np.einsum('j,jik->ik', weight, self.exchange))
        level = np.linalg.solve(matrix, weight @ self.from_hot)
        out = self.edge_flux(np.outer(spectrum, level), spectrum,
                             np.zeros(self.groups))[-1]
        return out / (SPEED * spectrum.sum() / 4)


def redraw_table(slab, field, deviational):
    """Cumulative probabilities of the group after a collision, per cell."""
    if deviational:
        # The ratio has a finite limit at T0; a tiny offset avoids 0/0.
        offset = field - T0
        offset = np.where(np.abs(offset) < 1e-4, 1e-4, offset)
        content = slab.energy(T0 + offset) - slab.energy(T0)[:, None]
    else:
        content = slab.energy(field)
    weight = slab.rate[:, None] * content
    probability = weight / weight.sum(axis=0)
    assert probability.min() > 0
    return np.cumsum(probability, axis=0).T[:, :-1].copy()


def walk(slab, t_hot, t_cold, field, deviational, rng):
    """Follow packets; return flux scores, direct fraction, collisions."""
    ref = slab.energy(T0) if deviational else np.zeros(slab.groups)
    power = SPEED / 4 * np.concatenate(
        [slab.energy(t_hot) - ref, slab.energy(t_cold) - ref])
    total = np.abs(power).sum()
    pick = rng.choice(2 * slab.groups, PACKETS, p=np.abs(power) / total)
    sign = np.sign(power[pick])
    heading = np.where(pick < slab.groups, 1.0, -1.0)
    group = pick % slab.groups
    x = np.where(heading > 0, 0.0, LENGTH)
    mu = heading * np.sqrt(rng.random(PACKETS))
    table = redraw_table(slab, field, deviational)
    score = np.zeros(PACKETS)
    tally = np.zeros(slab.cells)
    alive = np.arange(PACKETS)
    direct = None
    while alive.size:
        x = x + mu * slab.path[group] * rng.exponential(size=alive.size)
        crossed = np.where(heading[alive] > 0, x >= LENGTH, x <= 0)
        done = alive[crossed]
        score[done] = sign[done] * heading[done]
        if direct is None:
            direct = crossed.mean()
        inside = (x > 0) & (x < LENGTH)
        alive, x = alive[inside], x[inside]
        cell = np.minimum((x / slab.width).astype(int), slab.cells - 1)
        tally += np.bincount(cell, weights=sign[alive],
                             minlength=slab.cells)
        draw = rng.random(alive.size)
        group = (draw[:, None] > table[cell]).sum(axis=1)
        mu = rng.uniform(-1, 1, alive.size)
    return total * score, direct, tally * total / PACKETS / slab.width


def field_from_collisions(slab, collision_power):
    """Invert the collision power density for the pseudo-temperature."""
    ref = slab.energy(T0)
    return np.array([
        brentq(lambda t: slab.rate @ (slab.energy(t) - ref) - target,
               30.0, 300.0) for target in collision_power])


def noise_per_packet(scores):
    """Standard deviation scaled to one packet, from independent batches."""
    means = scores.reshape(BATCHES, -1).mean(axis=1)
    return means.std(ddof=1) * np.sqrt(PACKETS // BATCHES)


def conductance(slab):
    cap = slab.capacity(T0)
    return SPEED / 4 * cap.sum() * slab.transmission(cap)


slab = Slab(12, 60)
rng = np.random.default_rng(20)
cap0, energy0 = slab.capacity(T0), slab.energy(T0)
p_linear = slab.transmission(cap0)
t_full = slab.transmission(energy0)
g_linear = conductance(slab)
j_full = SPEED / 4 * energy0.sum()
direct_group = 2 * expn(3, LENGTH / slab.path)
p_direct = cap0 @ direct_group / cap0.sum()
p_floor = direct_group.min()
grid_change = abs(conductance(Slab(12, 120)) / g_linear - 1)
group_change = abs(conductance(Slab(24, 60)) / g_linear - 1)
assert grid_change < 5e-3 and group_change < 5e-3
assert p_linear > p_direct > p_floor > 0

print(f"Group speed: {SPEED:.0f} m/s")
print(f"Cutoff phonon energy: {hbar*CUTOFF/charge*1e3:.1f} meV")
print(f"Free path at cutoff: {PATH_AT_CUTOFF*1e9:.1f} nm")
print(f"Slab thickness: {LENGTH*1e9:.1f} nm")
print(f"Control temperature T0: {T0:.1f} K")
print(f"Spectral groups: {slab.groups}, cells: {slab.cells} (numbers)")
print(f"Packets per run: {PACKETS}, batches: {BATCHES} (numbers)")
print(f"Heat capacity at T0: {cap0.sum():.4e} J/(m^3 K)")
print(f"Full one-way power J0 at T0: {j_full:.4e} W/m^2")
print(f"Linear wall emission per kelvin: {SPEED/4*cap0.sum():.4e} W/(m^2 K)")
print(f"Linear transmission p: {p_linear:.5f} (dimensionless)")
print(f"Collisionless transmission p_b: {p_direct:.5f} (dimensionless)")
print(f"Uniform floor of p_b: {p_floor:.3e} (dimensionless)")
print(f"Full-energy transmission t: {t_full:.5f} (dimensionless)")
print(f"Linear conductance q/dT: {g_linear:.4e} W/(m^2 K)")
print(f"Change on doubling cells: {100*grid_change:.4f} %")
print(f"Change on doubling groups: {100*group_change:.4f} %")

# Only the rate-weighted balance makes the heat flux independent of position.
_, flux_good = slab.solve(T0 + 20, T0 - 20, slab.rate)
_, flux_bad = slab.solve(T0 + 20, T0 - 20, np.ones(slab.groups))
spread_good = np.ptp(flux_good) / flux_good.mean()
spread_bad = np.ptp(flux_bad) / flux_bad.mean()
assert spread_good < 1e-8 and spread_bad > 1e-3
print(f"Flux spread, pseudo-temperature, dT=40 K: {spread_good:.1e} (ratio)")
print(f"Flux spread, energy temperature, dT=40 K: {spread_bad:.4f} (ratio)")

limit_noise = np.sqrt((1 - p_linear) / p_linear)
bound_noise = np.sqrt((1 - p_direct) / p_direct)
print(f"Linear-limit relative noise per packet: {limit_noise:.4f} (ratio)")
print(f"Its collisionless upper bound: {bound_noise:.4f} (ratio)")

for dt in (40.0, 4.0, 0.4, 0.04):
    t_hot, t_cold = T0 + dt / 2, T0 - dt / 2
    exact_field, fluxes = slab.solve(t_hot, t_cold, slab.rate)
    q_ref = fluxes.mean()
    hot = slab.energy(t_hot) - energy0
    cold = slab.energy(t_cold) - energy0
    emitted = np.abs(hot) + np.abs(cold)
    w_total = SPEED / 4 * emitted.sum()
    p_ref = q_ref / w_total
    p_b = emitted @ direct_group / emitted.sum()

    # The deviational run finds its own field, starting from uniform T0.
    field = np.full(slab.cells, T0)
    for _ in range(2):
        _, _, collisions = walk(slab, t_hot, t_cold, field, True, rng)
        field = field_from_collisions(slab, collisions)
    scores, direct, collisions = walk(slab, t_hot, t_cold, field, True, rng)
    field = field_from_collisions(slab, collisions)
    q_dev = scores.mean()
    sd_dev = noise_per_packet(scores)
    rel_dev = sd_dev / q_ref
    predicted = np.sqrt((1 - p_ref) / p_ref)
    profile_error = np.sqrt(np.mean((field - exact_field)**2)) / dt
    # The 0.3 % allowance covers the finite cells of the reference.
    assert abs(q_dev - q_ref) < (4.5 * sd_dev / np.sqrt(PACKETS)
                                 + 0.003 * q_ref)
    assert abs(rel_dev / predicted - 1) < 0.17
    assert predicted < np.sqrt((1 - p_b) / p_b)
    assert abs(direct - p_b) < 5 * np.sqrt(p_b * (1 - p_b) / PACKETS)
    assert profile_error < 0.04

    full, _, _ = walk(slab, t_hot, t_cold, exact_field, False, rng)
    sd_full = noise_per_packet(full)
    rel_full = sd_full / q_ref
    floor_full = 2 * j_full * np.sqrt(t_full) / (g_linear * dt)
    assert abs(full.mean() - q_ref) < (4.5 * sd_full / np.sqrt(PACKETS)
                                       + 0.003 * q_ref)
    if dt < 10:
        assert abs(rel_full / floor_full - 1) < 0.17
    if dt < 0.1:
        assert abs(q_ref / (g_linear * dt) - 1) < 1e-5

    print(f"dT = {dt:g} K: reference flux {q_ref:.5e} W/m^2")
    print(f"  deviational flux {q_dev:.5e} W/m^2, "
          f"standard error {sd_dev/np.sqrt(PACKETS):.1e} W/m^2")
    print(f"  full-energy flux {full.mean():.5e} W/m^2, "
          f"standard error {sd_full/np.sqrt(PACKETS):.1e} W/m^2")
    print(f"  transmission p {p_ref:.5f}, direct p_b {p_b:.5f}, "
          f"sampled p_b {direct:.5f} (dimensionless)")
    print(f"  deviational noise/signal per packet: measured {rel_dev:.3f}, "
          f"predicted {predicted:.3f} (ratio)")
    print(f"  full-energy noise/signal per packet: measured {rel_full:.4g}, "
          f"small-dT law {floor_full:.4g} (ratio)")
    print(f"  rms pseudo-temperature error / dT: {profile_error:.4f} (ratio)")

need_dev = 1e4 * limit_noise**2
need_full = 1e4 * floor_full**2
print(f"Packets for 1 % error at dT={dt:g} K, deviational: {need_dev:.3e}")
print(f"Packets for 1 % error at dT={dt:g} K, full energy: {need_full:.3e}")
print(f"Ratio of packet numbers: {need_full/need_dev:.3e} (dimensionless)")
print("checks complete")
```

Running it gives:

```
Group speed: 6000 m/s
Cutoff phonon energy: 40.0 meV
Free path at cutoff: 40.0 nm
Slab thickness: 200.0 nm
Control temperature T0: 100.0 K
Spectral groups: 12, cells: 60 (numbers)
Packets per run: 120000, batches: 400 (numbers)
Heat capacity at T0: 3.0031e+05 J/(m^3 K)
Full one-way power J0 at T0: 1.4956e+10 W/m^2
Linear wall emission per kelvin: 4.5046e+08 W/(m^2 K)
Linear transmission p: 0.40332 (dimensionless)
Collisionless transmission p_b: 0.11582 (dimensionless)
Uniform floor of p_b: 1.949e-03 (dimensionless)
Full-energy transmission t: 0.45844 (dimensionless)
Linear conductance q/dT: 1.8168e+08 W/(m^2 K)
Change on doubling cells: 0.0216 %
Change on doubling groups: 0.0000 %
Flux spread, pseudo-temperature, dT=40 K: 4.0e-16 (ratio)
Flux spread, energy temperature, dT=40 K: 0.1680 (ratio)
Linear-limit relative noise per packet: 1.2163 (ratio)
Its collisionless upper bound: 2.7630 (ratio)
dT = 40 K: reference flux 7.20059e+09 W/m^2
  deviational flux 7.20841e+09 W/m^2, standard error 2.6e+07 W/m^2
  full-energy flux 7.21774e+09 W/m^2, standard error 5.5e+07 W/m^2
  transmission p 0.40294, direct p_b 0.11591, sampled p_b 0.11647 (dimensionless)
  deviational noise/signal per packet: measured 1.255, predicted 1.217 (ratio)
  full-energy noise/signal per packet: measured 2.648, small-dT law 2.787 (ratio)
  rms pseudo-temperature error / dT: 0.0063 (ratio)
dT = 4 K: reference flux 7.26658e+08 W/m^2
  deviational flux 7.24941e+08 W/m^2, standard error 2.6e+06 W/m^2
  full-energy flux 6.94058e+08 W/m^2, standard error 5.7e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11507 (dimensionless)
  deviational noise/signal per packet: measured 1.223, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 27, small-dT law 27.87 (ratio)
  rms pseudo-temperature error / dT: 0.0060 (ratio)
dT = 0.4 K: reference flux 7.26725e+07 W/m^2
  deviational flux 7.30243e+07 W/m^2, standard error 2.6e+05 W/m^2
  full-energy flux 1.23137e+08 W/m^2, standard error 6.0e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11616 (dimensionless)
  deviational noise/signal per packet: measured 1.220, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 285.6, small-dT law 278.7 (ratio)
  rms pseudo-temperature error / dT: 0.0054 (ratio)
dT = 0.04 K: reference flux 7.26726e+06 W/m^2
  deviational flux 7.24523e+06 W/m^2, standard error 2.5e+04 W/m^2
  full-energy flux 1.04192e+08 W/m^2, standard error 6.0e+07 W/m^2
  transmission p 0.40332, direct p_b 0.11582, sampled p_b 0.11514 (dimensionless)
  deviational noise/signal per packet: measured 1.213, predicted 1.216 (ratio)
  full-energy noise/signal per packet: measured 2848, small-dT law 2787 (ratio)
  rms pseudo-temperature error / dT: 0.0060 (ratio)
Packets for 1 % error at dT=0.04 K, deviational: 1.479e+04
Packets for 1 % error at dT=0.04 K, full energy: 7.766e+10
Ratio of packet numbers: 5.250e+06 (dimensionless)
checks complete
```
